# Conductivity modulation and resistive voltage drop in a high-injection PiN drift region

Let a drift region of width $W$ and area $A$ be filled with a plasma of equal electron and hole densities, and let a current $I$ flow through it. Electrons and holes conduct in parallel, so the ohmic part of the voltage contains their mobilities through the sum $\mu_s=\mu_n+\mu_p$. The conductivity is the charge density of one carrier type times $\mu_s$. For a given shape of the density profile, the elementary charge and the area therefore enter through the total stored charge $Q$ of one carrier type. The resistive drop $V_R$ can then depend on $I$, $Q$, $W$ and $\mu_s$. Their units are C/s, C, m and m$^2$/(V s), and the one dimensionless group that they form with $V_R$ is $V_R\,\mu_s Q/(I W^2)$. Hence

$$V_R=F\,\frac{I\,W^2}{(\mu_n+\mu_p)\,Q},\qquad (1)$$

where the number $F$ depends on the shape of the profile. It remains to find $F$, and to find how much charge a given current stores.

Take $x$ from $-d$ to $d$, with $W=2d$. The P+ emitter lies at $x=-d$, the N+ emitter at $x=d$, and the current density $J=I/A>0$ flows along $+x$. The problem is one-dimensional and steady. The region is quasi-neutral and in high injection: the electron density $n$ and the hole density $p$ both far exceed the doping $N$, so that $p\approx n$. The mobilities are constant, and the diffusion coefficients obey the Einstein relation $D_{n,p}=\mu_{n,p}V_T$ with $V_T=k_BT/q$. With $q>0$ the elementary charge, $E$ the field and a prime for $d/dx$, the two current densities are

$$J_n=q\mu_n nE+q\mu_nV_T\,n',\qquad J_p=q\mu_p nE-q\mu_pV_T\,n'.\qquad (2)$$

The diffusion terms have opposite signs because both carriers diffuse down the same gradient but carry opposite charge. The sum is $J=q\mu_s nE+q(\mu_n-\mu_p)V_Tn'$. Solving for the field gives

$$E=\frac{J}{q\mu_s n}-B\,V_T\frac{n'}{n},\qquad B=\frac{\mu_n-\mu_p}{\mu_n+\mu_p}.\qquad (3)$$

The first term is the ohmic field. The second, the Dember field, holds back the faster carrier, which would otherwise diffuse ahead of the slower one. Integrating from $-d$ to $d$ splits the voltage across the drift region into

$$V_R=\frac{J}{q\mu_s}\int_{-d}^{d}\frac{dx}{n},\qquad V_D=B\,V_T\ln\frac{n(-d)}{n(d)}.\qquad (4)$$

The voltages of the two junctions come on top of these and are not part of $V_R$.

Write $\langle f\rangle=W^{-1}\int_{-d}^{d}f\,dx$ for the spatial average. Then $V_R=JW\langle1/n\rangle/(q\mu_s)$, while the charge is $Q=qAW\langle n\rangle$. Replacing $1/q$ by $AW\langle n\rangle/Q$ and $JA$ by $I$ reproduces equation (1), with

$$F=\langle n\rangle\left\langle\frac1n\right\rangle .\qquad (5)$$

The Cauchy–Schwarz inequality for $\sqrt n$ and $1/\sqrt n$ gives $1=\langle\sqrt n\cdot1/\sqrt n\rangle^2\le\langle n\rangle\langle1/n\rangle$, so $F\ge1$, with equality only for a uniform density. The layers of the plasma are in series, and a thin layer of low density costs more voltage than the surplus elsewhere saves. Within the stated assumptions, $IW^2/(\mu_sQ)$ is thus a lower bound on the resistive drop for a given charge, whatever the emitters do.

The profile follows from continuity. Let carriers recombine at the rate $n/\tau$, with a constant high-injection lifetime $\tau$. In the steady state

$$J_n'=\frac{qn}{\tau},\qquad J_p'=-\frac{qn}{\tau}.\qquad (6)$$

The field drops out of equation (2) when each current is divided by its mobility and the two are subtracted:

$$\frac{J_n}{\mu_n}-\frac{J_p}{\mu_p}=2qV_T\,n'.\qquad (7)$$

Differentiating and inserting equation (6) gives $(qn/\tau)(1/\mu_n+1/\mu_p)=2qV_Tn''$, that is

$$D_a n''=\frac n\tau,\qquad D_a=\frac{2V_T\mu_n\mu_p}{\mu_n+\mu_p}.\qquad (8)$$

This is the ambipolar diffusion equation. Its length scale is $L_a=\sqrt{D_a\tau}$, and the half-width measured in this length is $\delta=d/L_a$.

Suppose first that the emitters are ideal: no electrons enter the P+ emitter and no holes enter the N+ emitter. Then $J_n(-d)=0$ and $J_p(-d)=J$, while $J_n(d)=J$ and $J_p(d)=0$. Equation (7) turns these into slopes,

$$n'(-d)=-\frac{J}{2qV_T\mu_p},\qquad n'(d)=\frac{J}{2qV_T\mu_n}.\qquad (9)$$

Insert $n=C\cosh(x/L_a)-S\sinh(x/L_a)$:

$$C\sinh\delta-S\cosh\delta=\frac{JL_a}{2qV_T\mu_n},\qquad -C\sinh\delta-S\cosh\delta=-\frac{JL_a}{2qV_T\mu_p}.$$

From equation (8), $1/\mu_n+1/\mu_p=2V_T/D_a$, and therefore $1/\mu_n-1/\mu_p=-2BV_T/D_a$. Subtracting the second condition from the first gives $2C\sinh\delta=JL_a/(qD_a)$. Adding them gives $2S\cosh\delta=BJL_a/(qD_a)$. Since $L_a/D_a=\tau/L_a$,

$$n(x)=\frac{J\tau}{2qL_a}\left[\frac{\cosh(x/L_a)}{\sinh\delta}-B\,\frac{\sinh(x/L_a)}{\cosh\delta}\right].\qquad (10)$$

The charge needs no further integral of this profile. Integrating the electron equation in (6) across the region gives $J_n(d)-J_n(-d)=Q/(A\tau)$, and the left side is $J$. Hence

$$Q=I\tau,\qquad V_R=F\,\frac{W^2}{(\mu_n+\mu_p)\,\tau}.\qquad (11)$$

The current has cancelled. Equation (10) is proportional to $J$, so its shape, and with it $F$, is also independent of current. This is conductivity modulation in its ideal form: the carrier density rises in step with the current, and the resistive drop stays fixed.

To find $F$, take $1/\sinh\delta$ out of the bracket in equation (10) and define $\xi$ by $\tanh\xi=B\tanh\delta$. With $u=x/L_a$, the remainder is $\cosh u-\tanh\xi\sinh u=\cosh(u-\xi)/\cosh\xi$. Since $1/\cosh\xi=\sqrt{1-\tanh^2\xi}$,

$$n=n_m\cosh(u-\xi),\qquad n_m=\frac{J\tau}{2qL_a}\,\frac{\sqrt{1-B^2\tanh^2\delta}}{\sinh\delta}.\qquad (12)$$

Because $|B|<1$, $|\xi|<\delta$, and the minimum $n_m$ lies inside the region at $x=L_a\xi$. It lies on the N+ side when electrons are the more mobile carrier.

The function $\mathrm{gd}(u)=\arctan(\sinh u)$ has the derivative $\cosh u/(1+\sinh^2u)=1/\cosh u$, and it is odd. The integral of $1/n$ is therefore $L_aG/n_m$, with $G=\mathrm{gd}(\delta-\xi)+\mathrm{gd}(\delta+\xi)$. Inserting this and $n_m$ into equation (4) gives

$$V_R=\frac{2L_a^2}{\mu_s\tau}\,\frac{G\sinh\delta}{\sqrt{1-B^2\tanh^2\delta}}
=V_T(1-B^2)\,\frac{G\sinh\delta}{\sqrt{1-B^2\tanh^2\delta}}.\qquad (13)$$

The second form uses $L_a^2/\tau=D_a$ and $2D_a/\mu_s=4V_T\mu_n\mu_p/\mu_s^2=V_T(1-B^2)$. Comparing the first form with equation (11), where $W^2=4\delta^2L_a^2$, gives

$$F=\frac{G\sinh\delta}{2\delta^2\sqrt{1-B^2\tanh^2\delta}}.\qquad (14)$$

The mobilities thus act in two ways. Their sum sets the conductance of a given plasma. For a given sum, their product fixes $D_a$ and $|B|$, and these determine how evenly the plasma spreads over a region of given width and lifetime. Since $D_a=V_T\mu_s(1-B^2)/2$,

$$\delta^2=\frac{W^2}{2V_T\,\mu_s(1-B^2)\,\tau}.$$

When one carrier is much slower than the other, $\mu_s(1-B^2)=4\mu_n\mu_p/\mu_s$ approaches four times the smaller mobility. The slow carrier then sets $\delta$, and making the fast one still faster hardly changes it.

For a region thin compared with $L_a$, put $s=x/d$. The average of equation (10) is $J\tau/(qW)$, and dividing by it gives $n/\langle n\rangle=1+\eta$ with

$$\eta=\delta^2\left(\frac{s^2}{2}-\frac16-Bs\right)+O(\delta^4),\qquad \langle\eta\rangle=0.$$

Expanding $1/(1+\eta)$ then leaves $F=1+\langle\eta^2\rangle$ to leading order. With $\langle s^2\rangle=1/3$ and $\langle s^4\rangle=1/5$, the even part contributes $1/20-1/18+1/36=1/45$, the odd part contributes $B^2/3$, and the cross terms vanish by parity:

$$F\simeq1+\delta^4\left(\frac1{45}+\frac{B^2}{3}\right)\qquad(\delta\ll1).\qquad (15)$$

In the opposite limit, $\tanh\delta\to1$ and $\xi$ stays finite, so $G\to\pi$ and $\sinh\delta\to e^\delta/2$. Equation (13) becomes

$$V_R\simeq\frac{\pi}{2}\,V_T\sqrt{1-B^2}\;e^{\delta}\qquad(\delta\gg1,\ \delta\gg|\xi|).\qquad (16)$$

The drop now grows exponentially with width, because the plasma injected from the ends decays before it reaches the interior. At a given current this holds only while the minimum density, which by equation (12) falls as $n_m\simeq(J\tau/qL_a)\sqrt{1-B^2}\,e^{-\delta}$, stays far above $N$. Once $n_m$ approaches $N$, the doping electrons carry the current in the interior, high injection fails, and the drop grows much more slowly than equation (16).

For a numerical case take round model parameters: $W=100$ µm, $N=2\times10^{14}$ cm$^{-3}$, $\mu_n=800$ and $\mu_p=100$ cm$^2$/(V s), $\tau=2$ µs, $T=300$ K, $A=0.2$ cm$^2$ and $J=100$ A/cm$^2$. The current is 20 A and the stored charge is $Q=20\ \mathrm{A}\times2\ \text{µs}=40$ µC, which corresponds to a mean density of $1.25\times10^{17}$ cm$^{-3}$. A uniform plasma of this charge would drop

$$\frac{IW^2}{\mu_sQ}=\frac{20\times10^{-4}}{900\times40\times10^{-6}}\ \mathrm V=55.6\ \mathrm{mV},$$

with $W^2=10^{-4}$ cm$^2$. The real plasma is far from uniform. With $V_T=25.85$ mV, equation (8) gives $D_a=4.60$ cm$^2$/s, so that $L_a=30.3$ µm and $\delta=1.649$. Here $B=0.778$. The density falls from $3.70\times10^{17}$ cm$^{-3}$ at the P+ end to a minimum of $5.68\times10^{16}$ cm$^{-3}$ at $x=27.7$ µm, and recovers to $7.30\times10^{16}$ cm$^{-3}$ at the N+ end. The plasma piles up at the P+ end because there the slow holes carry all the current, which by equation (9) takes a slope eight times that at the other end.

Equation (14) gives $F=1.395$, and the resistive drop is $1.395\times55.56=77.5$ mV. The Dember drop is $0.778\times25.85\ \mathrm{mV}\times\ln(3.704/0.7295)=32.7$ mV, so the whole drift region takes 110 mV. Without injected plasma, the doping electrons alone would have to carry the current. At the same constant mobility their ohmic drop would be $JW/(q\mu_nN)=39$ V. The ratio of the two drops,

$$\frac{JW/(q\mu_nN)}{V_R}=\frac{\mu_s\langle n\rangle}{\mu_nN\,F}\approx503,$$

measures the modulation. For ideal emitters it is proportional to the current, since $\langle n\rangle$ is.

The lifetime exchanges voltage against charge, and that charge must recombine or be swept out before the region can block again. At 20 A, equations (11) and (14) give:

| $\tau$ (µs) | $Q$ (µC) | $\delta$ | $F$ | $V_R$ (mV) |
|---|---|---|---|---|
| 0.5 | 10 | 3.30 | 2.86 | 636 |
| 1 | 20 | 2.33 | 1.85 | 206 |
| 2 | 40 | 1.65 | 1.40 | 77.5 |
| 5 | 100 | 1.04 | 1.12 | 24.9 |
| 10 | 200 | 0.74 | 1.04 | 11.6 |

Halving the lifetime from 2 to 1 µs halves the charge but raises the drop by a factor of 2.66: a factor of 2 from the lost charge and 1.33 from the less even profile. The table treats $\tau$ as a free constant. At 10 µs the mean density is $6\times10^{17}$ cm$^{-3}$, where an Auger coefficient $C$ of order $10^{-30}$ cm$^6$/s alone gives a lifetime $1/(Cn^2)$ of about 3 µs. The long-lifetime rows therefore overstate the charge and understate the drop that a real semiconductor would reach at this current. The two limits can be judged against the ends of the table. At 0.5 µs equation (16) gives 0.69 V, about 9% above the full result. At 10 µs equation (15) gives $F-1\approx0.066$ against 0.041, so $\delta=0.74$ is still too large for the leading correction to be accurate, although $F$ itself is off by only 2 to 3%.

High injection requires $N\ll n$ even at the minimum of the profile. For ideal emitters $n\propto J$, so the leading correction from doping should fall as $N/n\propto1/J$. To find its size, equations (2) and (6) can be solved numerically with $n=p+N$ in the electron terms and recombination $p/\tau$. A collocation method for boundary-value problems gives resistive drops below equation (13) by 1.8%, 0.18% and 0.018% at 10, 100 and 1000 A/cm$^2$. Quasi-neutrality can be judged from the same solution, since Gauss's law turns the field gradient into a net charge density. For a relative permittivity of 10 and $J=100$ A/cm$^2$, this is at most $3\times10^{-7}$ of $qp$ inside the drift region. The depletion layers of the junctions lie outside this estimate.

The assumption of ideal emitters is more delicate. Let each emitter recombine a current density $qhnp$, with the densities taken at its edge of the drift region and $h$ a constant. Then $J_n(-d)$ and $J_p(d)$ no longer vanish. Since $J_n(d)=J-J_p(d)$, integrating equation (6) now gives

$$J=\frac{Q}{A\tau}+J_n(-d)+J_p(d).\qquad (17)$$

The stored charge falls below $I\tau$, and equation (11) no longer applies. Equation (1) still does, because its derivation used neither the lifetime nor the boundary conditions.

At very high current the emitter terms, which grow as $n^2$, outweigh the bulk term, which grows as $n$. Then $n\propto\sqrt J$. The right side of equation (7) grows as $\sqrt J$, while each term on the left grows as $J$, so the left-hand terms must cancel to leading order: $J_n/J=\mu_n/\mu_s$ and $J_p/J=\mu_p/\mu_s$. The end densities follow as

$$n(-d)^2=\frac{J\mu_n}{qh\mu_s},\qquad n(d)^2=\frac{J\mu_p}{qh\mu_s}.$$

Their ratio is fixed, and equation (8) is linear, so the shape of the profile no longer changes with current. With $F$ constant and $Q\propto\sqrt J$, equation (1) gives $V_R\propto\sqrt J$.

The same numerical method with $h=10^{-14}$ cm$^4$/s shows the approach to this regime. At 100 A/cm$^2$ the charge is 19.6 µC, or 49% of $I\tau$, and the resistive drop is 147 mV, nearly twice the ideal value, although the profile is somewhat more even, with $F=1.30$. At 400 A/cm$^2$ the charge is 47.0 µC, or 29% of $I\tau$, with $F=1.27$ and a drop of 239 mV. Four times the current thus raises the drop by a factor of 1.62, between the factor 1 of ideal emitters and the factor 2 of the square-root law. Equation (1) accounts for the rise: the current grows by 4, the charge by 2.40, and $F$ falls by 3%.

The constants $\mu_n$, $\mu_p$ and $\tau$ are themselves idealizations. In a dense plasma, electrons and holes also scatter off each other, which lowers the conductivity. This friction acts on the two carriers with equal and opposite force, so in high injection it drops out of equation (7). If it lowers the conductivity per carrier by nearly the same factor everywhere, a correspondingly smaller $\mu_s$ can be used in equation (1), while $D_a$, $B$ and the profile keep the mobilities without this friction. That condition is restrictive. The friction force per volume grows roughly as $np$ times the relative velocity of the carriers, so it adds a resistivity that depends only weakly on $n$. The factor per carrier then grows with $n$ and is not uniform over a profile like the one above, and the added drop rises with $J$, so that $V_R$ is no longer independent of current even for ideal emitters. Auger recombination shortens the lifetime. If that change is nearly uniform, the value of $\tau$ at the operating density can be inserted above. Since the Auger rate per carrier grows as $n^2$, this requires a nearly flat profile, and a lifetime that falls with density makes $V_R$ in equation (11) rise with current. If the mobilities vary appreciably along the profile, $\mu_s$ has to stay inside the integral in equation (4), and the separation into a mobility sum and a shape factor is lost.

All numerical values are calculated from the stated model.
